# Three-orbital nearest-neighbour model of monolayer MoS2: band energies at Γ and K, part 1

(Sections cited here and not found follow in the second part.)

## First half: symmetry, the Hamiltonian and the theorem

### A case simple enough to see through

Put one orbital, the molybdenum \(d_{z^2}\), on each site of a triangular lattice with lattice constant \(a\). Its on-site energy is \(\varepsilon_1\), and its hopping to each of the six nearest neighbours is \(t_0\). The orbital looks the same from all six directions, so one number serves all bonds. A Bloch wave with wavevector \(\mathbf k\) has energy
\[
E(\mathbf k)=\varepsilon_1+t_0\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R},
\]
where \(\mathbf R\) runs over the six neighbours.

At the zone centre Γ all six phase factors equal 1, so \(E(\Gamma)=\varepsilon_1+6t_0\). At the zone corner \(\mathbf K=(4\pi/3a,0)\) the neighbour at \(a(1,0)\) has phase \(4\pi/3\), and its opposite has phase \(-4\pi/3\). Each phase factor has real part \(-\tfrac12\). The other two opposite pairs give the same, as a 120° rotation changes \(\mathbf K\) by a reciprocal lattice vector. Hence \(E(K)=\varepsilon_1-3t_0\).

Both results survive unchanged when the orbitals \(d_{xy}\) and \(d_{x^2-y^2}\) are added, because symmetry forbids mixing with \(d_{z^2}\) at these two points. The new orbitals do depend on direction. Their hopping matrix must be found on one bond and then rotated to the others.

### Setting and conventions

The molybdenum atoms form the triangular lattice, with one bond along \(x\). Sulfur atoms lie in pairs, one above and one below the molybdenum plane at equal heights. Seen from above, the three pairs around a molybdenum atom lie at distance \(a/\sqrt3\) and at angles 30°, 150° and 270°. They occupy half of the triangles of the lattice. The point group about a molybdenum atom is \(D_{3h}\). Three of its operations are needed:

- \(C_3\), the rotation by 120° about \(z\);
- the vertical mirror \(x\to-x\);
- the horizontal mirror \(z\to-z\).

The mirror \(y\to-y\) is not a symmetry, since it moves the sulfur pairs to the empty triangles.

The basis functions on each site are real and are numbered
\[
\phi_0=d_{z^2},\qquad \phi_1=d_{xy}\propto\sin2\varphi,\qquad \phi_2=d_{x^2-y^2}\propto\cos2\varphi ,
\]
where \(\varphi\) is the azimuth, and \(\phi_1,\phi_2\) share the same remaining factor. All three are even under \(z\to-z\), while \(d_{xz}\) and \(d_{yz}\) are odd. The Hamiltonian is invariant under the horizontal mirror, so its matrix elements between even and odd functions equal their own negatives and vanish. The three even orbitals can therefore be treated apart from the two odd ones.

The following assumptions define the model.

1. Orbitals on all sites are orthonormal. They may contain some sulfur character, provided that they transform like the stated \(d\) functions.
2. Other even states, such as those of mainly sulfur \(p\) character, enter through the values of the parameters alone.
3. The Hamiltonian is a one-electron Hamiltonian with time-reversal symmetry and no spin-orbit coupling. Its matrix elements between real orbitals are then real.
4. Hopping beyond the six nearest molybdenum neighbours is dropped.

Write \(|\nu,\mathbf R\rangle\) for orbital \(\nu\) on site \(\mathbf R\), and define
\[
E_{\mu\nu}(\mathbf R)=\langle\mu,\mathbf 0|H|\nu,\mathbf R\rangle,\qquad
H_{\mu\nu}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}E_{\mu\nu}(\mathbf R).
\]
The second expression is the Hamiltonian between the Bloch sums \(N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\nu,\mathbf R\rangle\) over \(N\) cells. The sum includes \(\mathbf R=0\).

### Theorem

Under these assumptions the model has two on-site energies \(\varepsilon_1,\varepsilon_2\) and six free real hoppings \(t_0,t_1,t_2,t_{11},t_{12},t_{22}\). On the bond \(\mathbf R_1=a(1,0)\),
\[
E(\mathbf R_1)=\begin{pmatrix}t_0&t_1&t_2\\-t_1&t_{11}&t_{12}\\t_2&-t_{12}&t_{22}\end{pmatrix}.
\]
The energies at Γ are
\[
\varepsilon_1+6t_0\ \text{(once)},\qquad \varepsilon_2+3(t_{11}+t_{22})\ \text{(twice)}.
\]
The energies at \(\mathbf K=(4\pi/3a,0)\) are
\[
E_0=\varepsilon_1-3t_0,\qquad
E_\pm=\varepsilon_2-\tfrac32(t_{11}+t_{22})\mp3\sqrt3\,t_{12},
\]
and they belong to \(\phi_0\) and to \(|\pm\rangle=(\phi_2\pm i\phi_1)/\sqrt2\).

The proof consists of three lemmas and an evaluation at the two points.

### Lemma 1: how hopping matrices transform

Let \(g\) be a symmetry operation that keeps the origin fixed, and let \(U\) be its action on functions, \((U\phi)(\mathbf r)=\phi(g^{-1}\mathbf r)\). Write \(U\phi_\nu=\sum_\mu\phi_\mu D_{\mu\nu}\). Then
\[
E(g\mathbf R)=D\,E(\mathbf R)\,D^{T},\qquad E(-\mathbf R)=E(\mathbf R)^T .
\]

*Proof.* The operation carries an orbital on site \(\mathbf R\) to site \(g\mathbf R\), so \(U|\nu,\mathbf R\rangle=\sum_{\nu'}D_{\nu'\nu}|\nu',g\mathbf R\rangle\). Since \(U\) is unitary and commutes with \(H\),
\[
E_{\mu\nu}(\mathbf R)=\langle U(\mu,\mathbf 0)|H|U(\nu,\mathbf R)\rangle
=\sum_{\mu'\nu'}D_{\mu'\mu}E_{\mu'\nu'}(g\mathbf R)D_{\nu'\nu}.
\]
This reads \(E(\mathbf R)=D^TE(g\mathbf R)D\). The matrix \(D\) is real and orthogonal, so multiplication by \(D\) on the left and \(D^T\) on the right gives the first claim. For the second, translation by \(\mathbf R\) gives \(E_{\mu\nu}(-\mathbf R)=\langle\mu,\mathbf R|H|\nu,\mathbf 0\rangle\). By Hermiticity and reality this is \(\langle\nu,\mathbf 0|H|\mu,\mathbf R\rangle=E_{\nu\mu}(\mathbf R)\). ∎

The matrices \(D\) follow from the azimuthal factors. A rotation by \(\theta\) replaces \(\varphi\) by \(\varphi-\theta\):
\[
\sin(2\varphi-2\theta)=c\sin2\varphi-s\cos2\varphi,\qquad
\cos(2\varphi-2\theta)=s\sin2\varphi+c\cos2\varphi,
\]
with \(c=\cos2\theta\) and \(s=\sin2\theta\). The coefficients of each rotated function form a column of \(D\), so on \((\phi_1,\phi_2)\)
\[
D=\begin{pmatrix}c&s\\-s&c\end{pmatrix},
\]
while \(\phi_0\) is unchanged. For \(\theta=120^\circ\) we have \(c=-\tfrac12\), \(s=-\tfrac{\sqrt3}{2}\). For \(\theta=240^\circ\) we have \(c=-\tfrac12\), \(s=+\tfrac{\sqrt3}{2}\). The mirror \(x\to-x\) reverses \(xy\) and leaves the other two functions alone, so its matrix is \(M=\mathrm{diag}(1,-1,1)\).

### Lemma 2: the on-site matrix and the first bond

The on-site matrix is \(E(\mathbf 0)=\mathrm{diag}(\varepsilon_1,\varepsilon_2,\varepsilon_2)\), and \(E(\mathbf R_1)\) has the form in the theorem with all six hoppings free.

*Proof.* At \(\mathbf R=0\), Lemma 1 says that \(E(\mathbf 0)\) is unchanged by every \(D\). The mirror \(M\) reverses the elements 01 and 12, which therefore vanish. Let \(u\) be the element 02. Rotation turns the row \((0,u)\) into \((0,u)D^T=(su,cu)\). Equality with \((0,u)\) requires \(su=0\), and \(s\ne0\), so \(u=0\). The remaining block is \(\mathrm{diag}(p,p')\). Its rotated off-diagonal element is \(cs(p'-p)\), which must vanish, so \(p=p'=\varepsilon_2\).

The mirror \(x\to-x\) sends \(\mathbf R_1\) to \(-\mathbf R_1\). The two parts of Lemma 1 then give
\[
M\,E(\mathbf R_1)\,M=E(\mathbf R_1)^T .
\]
For elements that involve \(\phi_1\) once, the left side has a minus sign: \(E_{10}=-E_{01}\) and \(E_{21}=-E_{12}\). For the pair 02 there is no sign: \(E_{20}=E_{02}\). Diagonal elements are unrestricted. This is the stated form.

No further restriction exists. The three rotations (including the identity) and the three vertical mirrors carry \(\mathbf R_1\) to the six neighbours, each neighbour being reached once. The matrices on the other bonds can thus be defined from \(E(\mathbf R_1)\) without conflict. If Hermiticity holds for \(\mathbf R_1\), it holds for every \(g\mathbf R_1\), because
\[
E(-g\mathbf R_1)=D\,E(-\mathbf R_1)D^T=D\,E(\mathbf R_1)^TD^T=E(g\mathbf R_1)^T.
\]
Nine real elements with three relations leave six. ∎

### Lemma 3: the Bloch Hamiltonian

Let \(A=k_xa/2\) and \(B=\sqrt3\,k_ya/2\). Then
\[
\begin{aligned}
H_{00}&=\varepsilon_1+2t_0(\cos2A+2\cos A\cos B),\\
H_{01}&=-2\sqrt3\,t_2\sin A\sin B+2it_1(\sin2A+\sin A\cos B),\\
H_{02}&=2t_2(\cos2A-\cos A\cos B)+2\sqrt3\,it_1\cos A\sin B,\\
H_{11}&=\varepsilon_2+2t_{11}\cos2A+(t_{11}+3t_{22})\cos A\cos B,\\
H_{22}&=\varepsilon_2+2t_{22}\cos2A+(3t_{11}+t_{22})\cos A\cos B,\\
H_{12}&=\sqrt3(t_{22}-t_{11})\sin A\sin B+4it_{12}\sin A(\cos A-\cos B).
\end{aligned}
\]
The other elements follow from \(H_{\nu\mu}=H_{\mu\nu}^*\).

*Proof.* Rotation of \(\mathbf R_1\) by 120° and 240° gives \(\mathbf R_2=a(-\tfrac12,\tfrac{\sqrt3}2)\) and \(\mathbf R_3=a(-\tfrac12,-\tfrac{\sqrt3}2)\). The phases \(\theta_j=\mathbf k\cdot\mathbf R_j\) are
\[
\theta_1=2A,\qquad \theta_2=B-A,\qquad \theta_3=-A-B .
\]
The other three neighbours are \(-\mathbf R_j\), with transposed matrices. Each bond pair contributes \(e^{i\theta_j}E_{\mu\nu}(\mathbf R_j)+e^{-i\theta_j}E_{\nu\mu}(\mathbf R_j)\). The part of \(E\) symmetric in its indices is thus multiplied by \(2\cos\theta_j\), and the antisymmetric part by \(2i\sin\theta_j\).

*Element 00.* The number \(t_0\) is the same on all bonds, and \(\cos(A-B)+\cos(A+B)=2\cos A\cos B\). This gives \(H_{00}\).

*Elements 01 and 02.* On \(\mathbf R_1\) the row \((E_{01},E_{02})\) is \((t_1,t_2)\). Rotation multiplies it by \(D^T\) and gives \((ct_1+st_2,\,-st_1+ct_2)\). The column \((E_{10},E_{20})\) starts as \((-t_1,t_2)\) and becomes \((-ct_1+st_2,\,st_1+ct_2)\). Comparison shows that the terms in \(t_1\) are antisymmetric and those in \(t_2\) symmetric on every bond. For element 01 the coefficients on bonds 1, 2, 3 are
\[
t_1:\ 1,-\tfrac12,-\tfrac12;\qquad t_2:\ 0,-\tfrac{\sqrt3}2,+\tfrac{\sqrt3}2 .
\]
The \(t_1\) part is
\[
2it_1\left[\sin2A-\tfrac12\sin(B-A)+\tfrac12\sin(A+B)\right]=2it_1(\sin2A+\sin A\cos B),
\]
and the \(t_2\) part is
\[
\sqrt3\,t_2[-\cos(A-B)+\cos(A+B)]=-2\sqrt3\,t_2\sin A\sin B .
\]
For element 02 the coefficients are
\[
t_2:\ 1,-\tfrac12,-\tfrac12;\qquad t_1:\ 0,+\tfrac{\sqrt3}2,-\tfrac{\sqrt3}2 .
\]
The \(t_2\) part is \(2t_2[\cos2A-\tfrac12\cos(A-B)-\tfrac12\cos(A+B)]=2t_2(\cos2A-\cos A\cos B)\). The \(t_1\) part is \(\sqrt3\,it_1[\sin(B-A)+\sin(A+B)]=2\sqrt3\,it_1\cos A\sin B\).

*The block of \(\phi_1,\phi_2\).* On \(\mathbf R_1\) it is \(\mathrm{diag}(t_{11},t_{22})+t_{12}J\), with \(J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}\). Since \(D\) is a rotation matrix of determinant 1, \(DJD^T=J\), and the antisymmetric part is the same on the three bonds. It gives
\[
2it_{12}[\sin2A+\sin(B-A)-\sin(A+B)]=2it_{12}(\sin2A-2\sin A\cos B),
\]
which equals \(4it_{12}\sin A(\cos A-\cos B)\). The diagonal part rotates into
\[
\begin{pmatrix}c^2t_{11}+s^2t_{22}&cs(t_{22}-t_{11})\\cs(t_{22}-t_{11})&s^2t_{11}+c^2t_{22}\end{pmatrix}.
\]
On bonds 2 and 3, \(c^2=\tfrac14\) and \(s^2=\tfrac34\), while \(cs\) is \(+\tfrac{\sqrt3}4\) and \(-\tfrac{\sqrt3}4\). The diagonal elements contribute \(2(\tfrac14t_{11}+\tfrac34t_{22})\cdot2\cos A\cos B=(t_{11}+3t_{22})\cos A\cos B\) to \(H_{11}\), and the same with the indices exchanged to \(H_{22}\). The off-diagonal contribution is
\[
\tfrac{\sqrt3}2(t_{22}-t_{11})[\cos(A-B)-\cos(A+B)]=\sqrt3(t_{22}-t_{11})\sin A\sin B .
\]
All six elements are established. ∎

### Proof of the theorem

At Γ, \(A=B=0\). Every term of \(H_{01}\) and \(H_{12}\) contains the sine of \(A\) or \(2A\) and vanishes. In \(H_{02}\) the cosines cancel and the sine vanishes. The diagonal elements are
\[
H_{00}=\varepsilon_1+6t_0,\qquad
H_{11}=\varepsilon_2+2t_{11}+t_{11}+3t_{22}=\varepsilon_2+3(t_{11}+t_{22})=H_{22}.
\]

At K, \(A=2\pi/3\) and \(B=0\), so
\[
\sin A=\tfrac{\sqrt3}2,\quad \cos A=-\tfrac12,\quad \sin2A=-\tfrac{\sqrt3}2,\quad \cos2A=-\tfrac12 .
\]
Then \(H_{01}=2it_1(-\tfrac{\sqrt3}2+\tfrac{\sqrt3}2)=0\) and \(H_{02}=2t_2(-\tfrac12+\tfrac12)=0\). The first diagonal element is \(H_{00}=\varepsilon_1+2t_0(-\tfrac12-1)=\varepsilon_1-3t_0\). The other two are equal:
\[
H_{11}=\varepsilon_2-t_{11}-\tfrac12(t_{11}+3t_{22})=\varepsilon_2-\tfrac32(t_{11}+t_{22})=H_{22}.
\]
Finally \(H_{12}=4it_{12}\cdot\tfrac{\sqrt3}2\cdot(-\tfrac32)=-3\sqrt3\,it_{12}\). Call the common diagonal value \(m\). The vector \(|+\rangle\) has components \((i,1)/\sqrt2\) on \((\phi_1,\phi_2)\), and
\[
\begin{pmatrix}m&-3\sqrt3\,it_{12}\\3\sqrt3\,it_{12}&m\end{pmatrix}\begin{pmatrix}i\\1\end{pmatrix}
=(m-3\sqrt3\,t_{12})\begin{pmatrix}i\\1\end{pmatrix}.
\]
This is \(E_+\). Complex conjugation of the matrix reverses the sign of \(t_{12}\) in it, so the conjugate vector \(|-\rangle\) has energy \(m+3\sqrt3\,t_{12}=E_-\). ∎

## Second half: meaning, band edges and a numerical case

The symbols carried over are these. The orbitals \(\phi_0,\phi_1,\phi_2\) are \(d_{z^2},d_{xy},d_{x^2-y^2}\), with on-site energies \(\varepsilon_1,\varepsilon_2,\varepsilon_2\). The hopping matrix on the bond \(\mathbf R_1=a(1,0)\) has diagonal \(t_0,t_{11},t_{22}\), a symmetric element \(t_2\) and antisymmetric elements \(t_1,t_{12}\). The variables are \(A=k_xa/2\) and \(B=\sqrt3k_ya/2\), and \(H_{\mu\nu}\) is the Bloch Hamiltonian of Lemma 3. At \(\mathbf K=(4\pi/3a,0)\) the states \(\phi_0\) and \(|\pm\rangle=(\phi_2\pm i\phi_1)/\sqrt2\) have energies \(E_0=\varepsilon_1-3t_0\) and \(E_\pm=\varepsilon_2-\tfrac32(t_{11}+t_{22})\mp3\sqrt3\,t_{12}\).

This part has shown that symmetry leaves six free nearest-neighbour hoppings, and has derived the Bloch Hamiltonian and its energies at Γ and K. What remains is to explain the K states and the role of sulfur, find the bands near K, work a numerical example and examine what the model leaves out.
